# Intersubband absorption in a quantum well: polarisation and oscillator strength

## The problem

An electron of charge \(-e\) is confined in a semiconductor layer between hard walls at \(z=0\) and \(z=L\). The axis \(z\) is the growth axis. Parallel to the layer the electron moves freely. It belongs to a single band with a constant, isotropic effective mass \(m\), and interactions with other electrons are neglected. The confined levels \(E_1<E_2<\dots\) are the edges of the subbands. The electron starts in subband 1, the higher subbands are empty, and light of photon energy \(\hbar\omega=E_2-E_1\) is switched on.

(a) How does the strength of the transition \(1\to2\) depend on the polarisation of the light? In particular, does light travelling along \(z\) drive it?

(b) What is the oscillator strength of \(1\to2\), and how much of the total strength available to the electron does it take?

(c) Give numbers for \(m=0.07\,m_0\), with \(m_0\) the free-electron mass, and \(L=10\) nm.

## A tempting solution

The light couples to the electric dipole of the transition. For the two lowest levels the integral over the well gives

\[
\langle 2|z|1\rangle=-\frac{16L}{9\pi^2},\qquad E_2-E_1=\frac{3\hbar^2\pi^2}{2mL^2}.
\]

Space has three directions, and an oscillator strength for light of unspecified polarisation contains the average over them, as for an atom. So

\[
f=\frac13\cdot\frac{2m}{\hbar^2}(E_2-E_1)\,|\langle2|z|1\rangle|^2=\frac{256}{81\pi^2}\approx0.32 .
\]

Light travelling along \(z\) is as good as any other and drives the transition with this strength. Since oscillator strengths add up to 1, the remaining 0.68 belongs to transitions into the subbands \(n\ge3\).

## Where it goes wrong

The matrix element and the energy difference are correct. The fault is the use of the factor \(1/3\) for a given beam. The factor is the average of \(\cos^2\) of the angle between the polarisation and the dipole when that angle is random over all directions of space. For an atom without a preferred axis this holds for any beam, because the dipole may point in any direction with equal probability. The well has a preferred axis. If its transition dipole is tied to that axis, the average \(1/3\) describes light whose polarisation is spread evenly over all directions, and says nothing about a beam travelling along \(z\). Whether the dipole can point anywhere but along the axis has to be calculated.

The last sentence of the attempt contains a second fault. If a factor \(1/3\) were right for \(1\to2\), it would be right for \(1\to3\), \(1\to4\) and so on. All intersubband strengths would then be reduced together and their total would be \(1/3\), of which the subbands \(n\ge3\) take only 0.013. The sum averaged over all directions does reach 1, but the other \(2/3\) belongs to the motion in the plane, within subband 1 (for a free electron, the free-carrier response at zero frequency), and not to the higher subbands.

## Part (a): the polarisation

**States.** The Hamiltonian without light is \(H=\mathbf p^2/2m+V(z)\). It separates, and with \(\boldsymbol\rho=(x,y)\), a layer of area \(S\) and periodic boundary conditions in the plane, its eigenstates are

\[
\psi_{n\mathbf k}=\frac{1}{\sqrt S}\,e^{i\mathbf k\cdot\boldsymbol\rho}\,\varphi_n(z),\qquad
E_{n\mathbf k}=E_n+\frac{\hbar^2k^2}{2m}.
\]

The \(\varphi_n\) are real, normalised and mutually orthogonal.

**Coupling.** Light enters through \(\mathbf p\to\mathbf p+e\mathbf A\), because the charge is \(-e\). The wavelength is much longer than the well is wide, so \(\mathbf A\) is taken as uniform across it (dipole approximation):

\[
\mathbf A(t)=\boldsymbol\varepsilon A_0\cos\omega t,\qquad |\boldsymbol\varepsilon|=1 .
\]

A uniform \(\mathbf A\) commutes with \(\mathbf p\), so the kinetic energy becomes

\[
\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{\mathbf p^2}{2m}+\frac em\,\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m}.
\]

The last term depends on time alone. It multiplies every state by the same phase and causes no transition. The coupling of the electron spin to the magnetic field of the light is neglected.

**Matrix element.** The in-plane momentum acting on the plane wave gives \(\hbar\mathbf k\), and \(p_z\) acts on \(\varphi_n\) alone:

\[
\boldsymbol\varepsilon\cdot\mathbf p\,\psi_{n\mathbf k}=\frac{e^{i\mathbf k\cdot\boldsymbol\rho}}{\sqrt S}\left[\hbar\,\boldsymbol\varepsilon_\parallel\!\cdot\mathbf k\;\varphi_n+\varepsilon_z\,p_z\varphi_n\right].
\]

Projecting on \(\psi_{n'\mathbf k'}\), the integral over the plane gives \(\delta_{\mathbf k'\mathbf k}\), and orthogonality of the \(\varphi_n\) gives \(\delta_{n'n}\) in the first term:

\[
\langle n'\mathbf k'|\boldsymbol\varepsilon\cdot\mathbf p|n\mathbf k\rangle=\delta_{\mathbf k'\mathbf k}\left[\hbar\,\boldsymbol\varepsilon_\parallel\!\cdot\mathbf k\;\delta_{n'n}+\varepsilon_z\langle n'|p_z|n\rangle\right].
\]

For \(n'\neq n\) only the term with \(\varepsilon_z\) survives. An in-plane field pushes the electron along the layer and leaves its motion across the layer untouched. The transition strength is therefore proportional to \(|\varepsilon_z|^2\). This holds for any \(V(z)\), since the shape of the well was not used, as long as the mass is the same at every \(z\).

**Direction of the light.** Let the wave travel inside the layer in the \(xz\) plane at an angle \(\theta\) to \(z\). Its polarisation is perpendicular to \((\sin\theta,0,\cos\theta)\), which leaves two choices:

\[
\boldsymbol\varepsilon_s=(0,1,0),\qquad \boldsymbol\varepsilon_p=(\cos\theta,0,-\sin\theta).
\]

Then \(|\varepsilon_z|^2\) is 0 for s-polarisation and \(\sin^2\theta\) for p-polarisation. Light travelling along the growth axis, \(\theta=0\), does not drive \(1\to2\). At \(45^\circ\), p-polarised light reaches half of the full strength at equal field amplitude. The angle \(\theta\) is measured inside the layer. Light entering from air through a surface parallel to the layer is refracted towards \(z\): for a refractive index of 3.3, \(\theta\) stays below \(17.6^\circ\) and \(\sin^2\theta\) below 0.092. Larger angles need entry through an inclined facet or the edge, or a grating.

**What the rule rests on.** Two of the assumptions can be relaxed explicitly.

First, the isotropic mass. Suppose the kinetic energy is \(\tfrac12\sum_{ij}w_{ij}p_ip_j\) with an element \(w_{xz}\neq0\), as happens when a principal axis of the mass tensor is tilted against the growth axis; take \(w_{xy}=w_{yz}=0\). The coupling is now \(e\mathbf A\cdot\mathbf v\), with

\[
v_x=w_{xx}p_x+w_{xz}p_z,\qquad v_z=w_{zz}p_z+w_{xz}p_x .
\]

The in-plane momentum is still conserved, so \(p_x\) is the number \(\hbar k_x\). Different subbands at the same \(\mathbf k\) are still orthogonal, so the \(p_x\) terms drop out between them. What remains is

\[
\frac{\langle n'|v_x|n\rangle}{\langle n'|v_z|n\rangle}=\frac{w_{xz}}{w_{zz}} .
\]

In such a well, light polarised along \(x\), the in-plane direction of the tilt, does drive intersubband transitions. Light polarised along \(y\) still does not, since \(v_y=w_{yy}p_y\) contains no \(p_z\).

Second, the dipole approximation. Light travelling along \(z\) and polarised along \(x\) has \(A_x\propto e^{iqz}\), where \(q=n_r\omega/c\) and \(n_r\) is the refractive index. For \(qL\ll1\) one may write \(e^{iqz}\approx1+iqz\), and the 1 drops out by orthogonality:

\[
\hbar k_x\langle2|e^{iqz}|1\rangle\approx i\hbar k_x\,q\,\langle2|z|1\rangle .
\]

The element for \(z\)-polarised light has magnitude \(|\langle2|p_z|1\rangle|=m\omega|\langle2|z|1\rangle|\), as shown in part (b). The ratio of the two amplitudes is thus

\[
\frac{\hbar k_x q}{m\omega}=\frac{\hbar k_x}{m}\,\frac{n_r}{c},
\]

the in-plane velocity of the electron divided by the speed of light in the layer. In this one-band model the forbidden transition is therefore very weak, and it vanishes for \(k_x=0\). In a real layer other effects left out here can be larger. Mixing with other bands is one. Another is a mass that differs between well and barrier: then \(v_x=\hbar k_x/m(z)\), and \(\langle2|1/m(z)|1\rangle\) need not vanish in an asymmetric well. Take a 10 nm well with \(m=0.07\,m_0\), barriers of 250 meV with mass \(0.092\,m_0\), a potential rising by 150 meV across the well and \(k_x=0.2\ \text{nm}^{-1}\). The ratio of the amplitudes for \(x\) and \(z\) polarisation is then about 0.02, several times the value found in part (c).

## Part (b): the oscillator strength

**Definition.** Since the dipole lies along \(z\), the strength is defined for light polarised along \(z\), with no average over directions:

\[
f_{n'n}=\frac{2m}{\hbar^2}(E_{n'}-E_n)\,|\langle n'|z|n\rangle|^2 ,
\]

for the transition from \(n\) to \(n'\). The strength of \(1\to2\) is \(f_{21}\) in this notation, with the final level written first. The mass in it is the effective mass.

**Relation to the momentum.** With \(H_z=p_z^2/2m+V(z)\) and \([p_z^2,z]=-2i\hbar p_z\),

\[
[H_z,z]=-\frac{i\hbar}{m}p_z .
\]

Between \(\varphi_{n'}\) and \(\varphi_n\) the left side gives \((E_{n'}-E_n)\langle n'|z|n\rangle\). This uses \(H_z\) acting to the left, which requires two integrations by parts. Their boundary terms vanish because both \(\varphi_{n'}\) and \(z\varphi_n\) are zero at the walls. With \(\hbar\omega_{n'n}=E_{n'}-E_n\),

\[
\langle n'|p_z|n\rangle=im\omega_{n'n}\langle n'|z|n\rangle,\qquad
f_{n'n}=\frac{2|\langle n'|p_z|n\rangle|^2}{m\hbar\omega_{n'n}} .
\]

**What \(f\) measures.** The part of the coupling that absorbs a photon has amplitude \(eA_0/2m\), since \(\cos\omega t\) contains \(\tfrac12e^{-i\omega t}\). Fermi's golden rule, multiplied by \(\hbar\omega\), gives the absorbed power

\[
P=\hbar\omega\,\frac{2\pi}{\hbar}\left(\frac{eA_0}{2m}\right)^2|\varepsilon_z|^2\,|\langle2|p_z|1\rangle|^2\,\delta(E_2-E_1-\hbar\omega).
\]

The field amplitude is \(\mathcal E_0=\omega A_0\), and \(|\langle2|p_z|1\rangle|^2=\tfrac12m\hbar\omega f_{21}\). Inserting both,

\[
P=\frac{\pi\hbar e^2\mathcal E_0^2}{4m}\,|\varepsilon_z|^2f_{21}\,\delta(E_2-E_1-\hbar\omega).
\]

At fixed field amplitude, the area under the absorption line is proportional to \(|\varepsilon_z|^2f_{21}\).

**The total.** Because the \(\varphi_{n'}\) form a complete set,

\[
\sum_{n'}(E_{n'}-E_n)|\langle n'|z|n\rangle|^2=\int z\varphi_n\,(H_z-E_n)(z\varphi_n)\,dz .
\]

From \((z\varphi_n)''=z\varphi_n''+2\varphi_n'\) and \((H_z-E_n)\varphi_n=0\),

\[
(H_z-E_n)(z\varphi_n)=z(H_z-E_n)\varphi_n-\frac{\hbar^2}{m}\varphi_n'=-\frac{\hbar^2}{m}\varphi_n' .
\]

Now \(\varphi_n\varphi_n'=\tfrac12(\varphi_n^2)'\), and one integration by parts gives

\[
-\frac{\hbar^2}{2m}\int z\,(\varphi_n^2)'\,dz=-\frac{\hbar^2}{2m}\Big[z\varphi_n^2\Big]+\frac{\hbar^2}{2m}\int\varphi_n^2\,dz=\frac{\hbar^2}{2m}.
\]

The bracket vanishes at the walls. Multiplying by \(2m/\hbar^2\),

\[
\sum_{n'}f_{n'n}=1 .
\]

The potential \(V(z)\) has dropped out. In a well with finite barriers the bracket vanishes far outside instead, and the sum then includes the unbound states. This assumes the same mass in well and barrier. With a heavier barrier mass the sum falls slightly below 1, to about 0.99 for a 10 nm well with \(m=0.07\,m_0\) and barriers of 250 meV with mass \(0.092\,m_0\).

For \(n=1\) no level lies lower, so every term is non-negative and each \(f_{n'1}\) is a genuine share of the total. This is not so for an electron starting in subband 2. Diagonalisation on a grid gives \(-0.961\) for \(2\to1\), which is emission, and \(1.87\) for \(2\to3\), while the sum remains 1 within the grid error. A single strength above 1 is then no contradiction.

**The infinite well.** Here

\[
\varphi_n=\sqrt{\frac2L}\,\sin\frac{n\pi z}{L},\qquad E_n=\frac{\hbar^2\pi^2n^2}{2mL^2}.
\]

The product of two sines is half a difference of cosines, so

\[
\langle n|z|1\rangle=\frac1L\int_0^Lz\left[\cos\frac{(n-1)\pi z}{L}-\cos\frac{(n+1)\pi z}{L}\right]dz .
\]

For an integer \(j\neq0\), integration by parts gives

\[
\int_0^Lz\cos\frac{j\pi z}{L}\,dz=\frac{L^2}{j^2\pi^2}\left(\cos j\pi-1\right),
\]

because the boundary term contains \(\sin j\pi=0\). This is \(-2L^2/(j^2\pi^2)\) for odd \(j\) and zero for even \(j\). If \(n>1\) is odd, both \(n-1\) and \(n+1\) are even and the matrix element vanishes. This is the parity rule of a symmetric well. If \(n\) is even,

\[
\langle n|z|1\rangle=-\frac{2L}{\pi^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]=-\frac{8nL}{\pi^2(n^2-1)^2},
\]

since \((n+1)^2-(n-1)^2=4n\). For \(n=2\) this is \(-16L/(9\pi^2)\), the value used in the attempt. The oscillator strength for even \(n\) follows:

\[
f_{n1}=\frac{2m}{\hbar^2}\cdot\frac{\hbar^2\pi^2(n^2-1)}{2mL^2}\cdot\frac{64n^2L^2}{\pi^4(n^2-1)^4}=\frac{64\,n^2}{\pi^2(n^2-1)^3}.
\]

Mass and width cancel. For \(n=2\),

\[
f_{21}=\frac{64\cdot4}{27\pi^2}=\frac{256}{27\pi^2}\approx0.961 .
\]

The transition \(1\to2\) takes about 96% of the total. The remaining 0.0393 is shared by \(n=4,6,8,\dots\), with 0.0307, 0.0054 and 0.0017 for the first three. For large \(n\) the strengths fall as \(64/(\pi^2n^4)\), so the sum converges quickly; up to \(n=8\) it has reached 0.9985. The attempt had assigned 0.68 to these higher transitions.

**How far the value carries.** The sum rule holds for any \(V(z)\) in this one-band model, but the number \(256/(27\pi^2)\) belongs to the flat well with hard walls. Adding a linear potential that rises by 150 meV across the well of part (c) changes \(f_{21}\) to 0.941. The tilt breaks the mirror symmetry, and \(1\to3\) becomes allowed with strength 0.016. The sum is still 1.

If the free mass \(m_0\) is written in the definition of \(f\) in place of \(m\), every strength is multiplied by \(m_0/m\), and so is the sum. For \(m=0.07\,m_0\) this gives 13.7 out of a total of 14.3. The share is again 96%, so a strength far above 1 may reflect nothing but this convention.

## Part (c): numbers

For \(m=0.07\,m_0\) and \(L=10\) nm the lowest level is \(E_1=53.72\) meV. Then \(E_2=4E_1\), and

\[
E_2-E_1=3\times53.72\ \text{meV}\approx161.2\ \text{meV},
\]

which corresponds to a vacuum wavelength of 7.69 µm, in the infrared. These values belong to hard walls and a constant mass. In a real layer of the same width, finite barriers and a mass that depends on energy change the transition energy, and the change is large: barriers of 250 meV at the same mass lower it to about 91 meV. The dipole length is

\[
|\langle2|z|1\rangle|=0.1801\times10\ \text{nm}=1.80\ \text{nm}.
\]

The strength can be recomputed from these values. From \(E_1=\hbar^2\pi^2/(2mL^2)\) one has \(2m/\hbar^2=\pi^2/(L^2E_1)\), hence

\[
f_{21}=\pi^2\,\frac{E_2-E_1}{E_1}\left(\frac{|\langle2|z|1\rangle|}{L}\right)^2=\pi^2\times3\times(0.1801)^2\approx0.96 .
\]

For the correction to the polarisation rule, take \(n_r=3.3\) and an in-plane wavevector \(k_x=0.2\ \text{nm}^{-1}\). Then \(qL=0.027\), which justifies the expansion of \(e^{iqz}\). The amplitude for light travelling along \(z\) is \(3.64\times10^{-3}\) of that for \(z\)-polarised light of equal field amplitude, and the strength is

\[
(3.64\times10^{-3})^2\approx1.3\times10^{-5}
\]

of the full one. The attempt had claimed one third.

The numerical check confirms the polarisation rule and its failure for a tilted mass by diagonalising a two-dimensional Hamiltonian, the strengths by quadrature and by diagonalisation on a grid, and the sum rule by summing the closed-form series and on the grid.

## Computed results

```
Effective mass / free mass: 0.07
Well width L: 10.0 nm
E1: 53.72 meV
E2: 214.87 meV
Transition energy E2-E1: 161.16 meV
Vacuum wavelength: 7.693 micrometre
|<2|z|1>|: 1.8013 nm
|<2|z|1>|/L: 0.18013 (no unit)
|<2|p_z|1>|: 2.8122e-26 kg m/s
256/(27 pi^2): 0.960675 (no unit)
f(1->2) by quadrature: 0.960675, running sum 0.960675
f(1->3) by quadrature: 0.000000, running sum 0.960675
f(1->4) by quadrature: 0.030742, running sum 0.991417
f(1->5) by quadrature: 0.000000, running sum 0.991417
f(1->6) by quadrature: 0.005445, running sum 0.996861
f(1->7) by quadrature: 0.000000, running sum 0.996861
f(1->8) by quadrature: 0.001660, running sum 0.998521
Share left for n > 2: 0.039325 (no unit)
Series sum up to n=2000: 1.00000000 (no unit)
f(1->2) on grid, L=10 nm, m=0.07 m0: 0.9607
f(1->2) on grid, L=6 nm, m=0.05 m0: 0.9607
f(1->2) with free-mass convention: 13.724
Sum with free-mass convention: 14.286
From level 2, grid: f(2->1) = -0.9607
From level 2, grid: f(2->3) = 1.8675
From level 2, grid: sum = 0.9999
2D test, x strength / z strength: 2.3e-29
2D test, p-polarised at 45 deg, factor: 0.5000
Tilted mass, w_xz/w_zz chosen: 0.30
Tilted mass, |v_x/v_z| found: 0.3000
Refractive index: 3.3
In-plane wavevector k: 0.20 1/nm
Photon wavevector times L: 0.0270 (no unit)
Finite-q amplitude ratio: 3.641e-03 (no unit)
Finite-q strength ratio: 1.326e-05 (no unit)
Biased well, potential drop: 150 meV
Biased well, E2-E1: 166.91 meV
Biased well, f(1->2): 0.9411
Biased well, f(1->3): 0.0159
Biased well, sum of f: 1.0000
```
